# Finding a Precursor's Diffusivity from Stefan-Tube Readings

## The problem

A volatile liquid precursor stands at the bottom of a narrow vertical tube. Hydrogen sweeps across the open mouth and removes the vapour that arrives there. As the liquid evaporates its surface sinks, and the distance \(L\) from mouth to surface grows. The tube is held at 300 K and 760 Torr, where the vapour pressure of the liquid is 304 Torr. The liquid contains \(n_L=6.00\times10^{21}\) molecules per cm³. Each reading of \(L\) has an independent random error of standard deviation \(\sigma=0.010\) cm.

| Time (h) | \(L\) (cm) | \(L^2\) (cm²) |
|---:|---:|---:|
| 2 | 10.445 | 109.098 |
| 6 | 11.285 | 127.351 |
| 10 | 12.053 | 145.275 |
| 14 | 12.779 | 163.303 |
| 18 | 13.474 | 181.549 |
| 22 | 14.099 | 198.782 |
| 26 | 14.728 | 216.914 |
| 30 | 15.320 | 234.702 |
| 34 | 15.908 | 253.064 |
| 38 | 16.475 | 271.426 |
| 42 | 17.003 | 289.102 |
| 46 | 17.530 | 307.301 |
| 50 | 18.012 | 324.432 |

The readings are synthetic: they come from a simulation with a known diffusivity, plus random errors. Find the binary diffusivity \(D\) of the vapour in hydrogen, with its statistical error.

Take the gas as ideal, with uniform temperature, pressure and \(D\). The vapour is in equilibrium with the liquid at the surface and absent at the mouth, and hydrogen does not dissolve in the liquid. The vapour is heavier than hydrogen and is densest at the bottom, so the column is stable against buoyant convection. The algebra holds in any consistent units, atomic units included.

## A tempting solution

The gas number density is \(n_g=P/(k_BT)=2.446\times10^{19}\) cm⁻³. Two ratios are needed:

\[
\varepsilon=\frac{n_g}{n_L}=4.077\times10^{-3},\qquad
x_s=\frac{304}{760}=0.400 .
\]

Here \(x_s\) is the vapour's mole fraction at the liquid surface. Since the fraction falls from \(x_s\) to zero over the length \(L\), Fick's law seems to give the upward vapour flux

\[
J=n_gD\,\frac{x_s}{L}.
\]

Each molecule that leaves comes from the liquid, so \(n_L\,dL/dt=J\). Multiplying by \(L/n_L\) and integrating gives

\[
L\frac{dL}{dt}=\varepsilon Dx_s
\quad\Longrightarrow\quad
L^2=b+Kt,\qquad K=2\varepsilon Dx_s .
\]

The slope \(K\) follows from a straight-line fit. An error \(\eta\) in \(L\) changes \(L^2\) by \(2L\eta+\eta^2\). The first term has standard deviation \(2L\sigma\), which grows along the run. The second has the same mean, \(\sigma^2\), at every reading, so on average it shifts only the intercept. With \(Y=L^2\), each point therefore gets the weight \(w_i=1/(2L_i\sigma)^2\), and we minimise

\[
\chi^2=\sum_i w_i\,(Y_i-b-Kt_i)^2 .
\]

Setting \(\partial\chi^2/\partial b=0\) gives \(b=\bar Y-K\bar t\), where bars denote weighted means. Substituting this and setting \(\partial\chi^2/\partial K=0\) gives

\[
K=\frac{S_{tY}}{S_{tt}},\quad
S_{tY}=\sum_i w_i(t_i-\bar t)(Y_i-\bar Y),\quad
S_{tt}=\sum_i w_i(t_i-\bar t)^2 .
\]

Because \(\sum_i w_i(t_i-\bar t)=0\), the term with \(\bar Y\) drops out and \(K=\sum_i w_i(t_i-\bar t)Y_i/S_{tt}\). Each \(Y_i\) has variance \(1/w_i\), so, treating the weights as fixed,

\[
\sigma_K^2=\frac{\sum_i w_i^2(t_i-\bar t)^2/w_i}{S_{tt}^2}=\frac1{S_{tt}} .
\]

For the table, with time in seconds,

\[
K=\frac{5.90667\times10^{8}}{4.73284\times10^{11}}
=1.2480\times10^{-3}\ \text{cm}^2/\text{s},
\]

\[
\sigma_K=(4.73284\times10^{11})^{-1/2}=1.45\times10^{-6}\ \text{cm}^2/\text{s}.
\]

The intercept is \(b=194.418-(1.24802\times10^{-3})(75425.6)=100.285\) cm². The diffusivity appears to be

\[
D=\frac{K}{2\varepsilon x_s}
=\frac{1.2480\times10^{-3}}{2(4.077\times10^{-3})(0.400)}
=0.3826\ \text{cm}^2/\text{s},
\]

with a statistical error near 0.0004 cm²/s. The fit looks sound: \(\chi^2\) divided by the 11 degrees of freedom is 1.02, close to the value of one expected from the stated reading error.

## Where it fails

The fit is correct; the flux is not. Fick's law in the form used above gives the flux relative to the mean motion of the gas molecules, and the solution assumed that this mean motion is zero.

Consider the hydrogen. Its mole fraction is \(1-x\), which is one at the mouth and 0.6 at the liquid. Hydrogen therefore diffuses downwards. It cannot enter the liquid, so in a nearly steady column something must carry it back up at the same rate. That something is an upward flow of the whole gas, and the flow carries vapour too. The tempting solution leaves out this part of the vapour flux.

The straightness of the plot could not reveal the omission. Any flux of the form (constant)\(/L\) makes \(L^2\) linear in time. The data fix the slope, while the meaning of the slope comes from the transport law.

## The right solution

Let \(z\) run downwards from the mouth, and let \(u\) be the mean molecular velocity of the gas, positive downwards. The downward fluxes of vapour and hydrogen are

\[
n_g\left(xu-D\frac{\partial x}{\partial z}\right),\qquad
n_g\left[(1-x)u+D\frac{\partial x}{\partial z}\right].
\]

The sign of the second gradient follows from \(\partial(1-x)/\partial z=-\partial x/\partial z\). For now, neglect the slow motion of the surface and the change of the vapour stored in the column. The hydrogen flux is then zero at every height:

\[
u=-\frac{D}{1-x}\frac{\partial x}{\partial z}.
\]

Since \(x\) increases downwards, \(u\) is negative, which means an upward flow. The upward vapour flux is minus the downward one:

\[
J=n_gD\frac{\partial x}{\partial z}\left(\frac{x}{1-x}+1\right)
=\frac{n_gD}{1-x}\frac{\partial x}{\partial z}.
\]

With no change in storage, \(J\) is the same at every height. Integrating from the mouth, where \(x=0\), to the surface, where \(x=x_s\), gives

\[
JL=n_gD\int_0^{x_s}\frac{dx}{1-x}=n_gD\lambda,\qquad
\lambda=\ln\frac1{1-x_s}.
\]

The balance \(n_L\,dL/dt=J\) now yields \(L\,dL/dt=\varepsilon D\lambda\), and hence

\[
L^2=b+Kt,\qquad K=2\varepsilon D\lambda,\qquad
D=\frac{K}{2\varepsilon\lambda}.
\]

For \(x_s=0.400\), \(\lambda=0.51083\). The same fitted slope gives

\[
D=\frac{1.24802\times10^{-3}}{2(4.07719\times10^{-3})(0.51083)}
=0.2996\ \text{cm}^2/\text{s}.
\]

Dividing \(\sigma_K\) by the same denominator gives the statistical error:

\[
\boxed{D=0.2996\pm0.0003\ \text{cm}^2/\text{s}}
\]

The simulation used 0.300 cm²/s. The recovered value is 0.13 % below this, about 1.1 standard errors. The tempting value is 27.5 % above the simulation's value, although its quoted statistical error was only about 0.1 %. As a check on the error formula, fits to many data sets with fresh random errors scattered by 0.998 times the predicted \(\sigma_K\).

## What the logarithm means

The total upward gas flux equals \(J\), because hydrogen has no net flux. The flow therefore carries a vapour flux \(xJ\), and diffusion carries the remaining \((1-x)J\). At the mouth diffusion does all the work. At the liquid surface of this example, 40 % of the vapour flux is carried by the flow.

At fixed \(K\) and \(\varepsilon\), the dilute formula overestimates \(D\) by the factor

\[
\frac{\lambda}{x_s}=1+\frac{x_s}{2}+\frac{x_s^2}{3}+\cdots ,
\]

which follows from the series for \(-\ln(1-x_s)\). Here the factor is 1.277. At \(x_s=0.05\) it is 1.026, so the dilute formula may serve if an error of a few per cent is acceptable. At \(x_s=0.8\) it is 2.01.

As \(x_s\to1\), the liquid approaches boiling and \(\lambda\) grows without bound. A real liquid cannot follow, because an unlimited flux would need an unlimited heat supply. The assumption of uniform temperature fails before that limit is reached.

## Does the moving surface matter?

The derivation neglected storage and surface motion. Both can be restored. Since \(n_g\) is uniform and constant, conservation of molecules makes \(u\) independent of \(z\), and the vapour obeys

\[
\frac{\partial x}{\partial t}+u\frac{\partial x}{\partial z}
=D\frac{\partial^2x}{\partial z^2}.
\]

Write \(L'=dL/dt\). Relative to the sinking surface, the downward molecular flux is \(n_g(u-L')\) in the gas and \(-n_LL'\) in the resting liquid. Equating them gives \(u-L'=-L'/\varepsilon\). No hydrogen crosses the surface, so

\[
(1-x_s)(u-L')+D\left.\frac{\partial x}{\partial z}\right|_{L}=0
\quad\Longrightarrow\quad
L'=\frac{\varepsilon D}{1-x_s}\left.\frac{\partial x}{\partial z}\right|_{L}.
\]

Try a profile that keeps its shape as the column lengthens: \(x=X(y)\) with \(y=z/L\), and \(LL'=a\varepsilon D\) with constant \(a\). Then

\[
\frac{\partial x}{\partial t}=-\frac{yL'}{L}X',\qquad
\frac{\partial x}{\partial z}=\frac{X'}{L},\qquad
uL=-\left(\frac1\varepsilon-1\right)LL'=-a(1-\varepsilon)D .
\]

Multiplying the vapour equation by \(L^2/D\) leaves an equation without \(L\) or \(t\):

\[
X''=-a(1-\varepsilon+\varepsilon y)X'.
\]

The trial form is therefore consistent, and \(L^2\) is linear in time even with storage and surface motion included, once the profile has this shape. To find \(a\), integrate once and set \(s=1-y\), the fractional distance above the liquid:

\[
X'(y)=X'(1)\exp\left(as-\frac{\varepsilon a s^2}{2}\right).
\]

The surface condition requires \(X'(1)=a(1-x_s)\), while the integral of \(X'\) over the column must be \(x_s\). Together they give

\[
\frac{x_s}{1-x_s}=a\int_0^1
\exp\left(as-\frac{\varepsilon as^2}{2}\right)ds .
\]

For \(\varepsilon=0\) the right side is \(e^a-1\), so \(a=\lambda\), as before. For small \(\varepsilon\), put \(a=\lambda+\delta\) and keep first-order terms. The change \(\delta\) raises the right side by \(e^\lambda\delta\), and this must cancel the reduction caused by \(\varepsilon\):

\[
\frac{\delta}{\lambda}=\frac{\varepsilon\lambda}{2}
\int_0^1s^2e^{-\lambda(1-s)}ds\ \le\ \frac{\varepsilon\lambda}{6}.
\]

The inequality holds because the exponential does not exceed one. In the example this first-order bound is 0.035 %. The simulation, which keeps storage and surface motion, gives \(K/(2\varepsilon D)=0.51098\) before reading errors are added, 0.031 % above \(\lambda\). The logarithm is accurate enough for these data.

The simulated column began at \(L_0=10.0\) cm, almost full of hydrogen, with \(x=x_s(z/L_0)^{20}\). The initial gradient at the surface was thus \(20x_s/L_0=8/L_0\), against \(a(1-x_s)/L_0\approx0.31/L_0\) for the lasting profile, and the liquid at first sank faster than the law predicts. From 2 h onwards the noise-free values of \(L^2\) lie on a line to better than \(10^{-5}\) cm², the level of the numerical error of the integration, but its intercept is 0.106 cm² above \(L_0^2\). This is why \(b\) should be fitted and not fixed at \(L_0^2\). The rest of the fitted excess of 0.285 cm² comes from the reading errors.

## How far to trust the answer

The quoted error describes only the scatter of the readings. Other errors can be larger.

**Vapour pressure.** With \(K\) and \(\varepsilon\) fixed, \(D\propto1/\lambda\). Since \(d\lambda/dx_s=1/(1-x_s)\),

\[
\frac{d\ln D}{d\ln x_s}=-\frac{x_s}{(1-x_s)\lambda}
=-\frac{0.4}{0.6\times0.51083}=-1.305 .
\]

A 1 % overestimate of vapour pressure thus lowers the inferred \(D\) by about 1.3 %. In the dilute limit it would be 1 %. Take a heat of vaporisation \(H=0.36\) eV per molecule, and let the vapour pressure vary as \(\exp[-H/(k_BT)]\). A thermometer reading 0.1 K too high then lowers the inferred \(D\) by 0.60 %, with the gas density held fixed. That is about five times the statistical error.

**Evaporative cooling.** Evaporation draws a heat flux \(q=JH\) from the surface. Suppose that the tube wall stays at bath temperature, the liquid is deep compared with the bore radius \(R\), and all the heat arrives through the liquid, of conductivity \(k\). At depth \(\zeta\), the temperature drop is

\[
\theta=\sum_mA_mJ_0(\alpha_mr/R)e^{-\alpha_m\zeta/R},\qquad J_0(\alpha_m)=0 .
\]

Each term satisfies the steady heat equation and vanishes at the wall. For an upper estimate, take \(q\) as uniform over the surface, where \(-k\,\partial\theta/\partial\zeta=q\). The orthogonality of the functions \(J_0(\alpha_mr/R)\) gives \(1=\sum_m2J_0(\alpha_mr/R)/[\alpha_mJ_1(\alpha_m)]\), so \(A_m=2qR/[k\alpha_m^2J_1(\alpha_m)]\). The average of \(J_0(\alpha_mr/R)\) over the disc is \(2J_1(\alpha_m)/\alpha_m\). The mean surface cooling is therefore

\[
\bar\theta=\frac{qR}{k}\sum_m\frac4{\alpha_m^3}=0.3235\,\frac{qR}{k}.
\]

A direct grid solution gives the coefficient 0.3244. With \(R=0.10\) cm and \(k=1.3\times10^{-3}\) W/(cm K), this estimate puts the surface 0.52 K below the bath at the start and 0.30 K below it at the end. Using the bath's vapour pressure for such a surface would make the inferred \(D\) about 2 % too low.

The actual cooling is smaller, because evaporation is not uniform. The rim of the liquid is warmer than its centre and has the higher vapour pressure, so vapour diffuses inwards just above the surface and carries latent heat with it. Since \(dx_s/dT=x_sH/(k_BT^2)\), this transport has the effective conductivity

\[
\frac{n_gDH}{1-x_s}\frac{dx_s}{dT}
=\frac{n_gDx_sH^2}{(1-x_s)k_BT^2}
\approx1.3\times10^{-2}\ \text{W/(cm K)},
\]

ten times \(k\). Evaporation therefore shifts towards the rim, where heat from the wall has a shorter path. For a flat surface and a wall at bath temperature, this coupling lowers the coefficient from 0.32 to roughly 0.13 and the bias in \(D\) to roughly 0.9 %. Heat conducted through the gas lessens the cooling further. A wall colder than the bath would increase it.

**The mouth.** If the effective diffusion length is \(L+d\), then \((L+d)L'=\varepsilon D\lambda\), and the local slope of \(L^2\) is \(KL/(L+d)\). For \(d=R=0.10\) cm the fitted \(D\) is 0.71 % too low. A sweep flow that penetrates the mouth would shorten the path, making \(d\) negative and reversing the sign. Vapour left in a 100 sccm sweep (standard cm³ per minute) has a mole fraction of only \(2.6\times10^{-4}\) at the start. This fraction falls as the column lengthens, so it lowers the inferred \(D\) by less than about 0.05 %.

**The meniscus.** All of the above takes the liquid surface as flat. In a bore of this size it is curved. If \(L\) is read at the lowest point of a wetting meniscus, the effective diffusion length is shorter, so \(d\) is negative. For a surface tension of 25 mN/m and a density of 1.15 g/cm³, \(d\) runs from about \(-0.15R\) at a contact angle of 60° to about \(-0.6R\) at 0°, and the inferred \(D\) is 0.1 to 0.4 % too high.

**Real gas.** At \(x_s=0.4\) the ideal-gas and uniform-\(D\) assumptions are good only to about 1 %. As a rough estimate, take a vapour of mass 115 u with Lennard-Jones parameters 5.5 Å and 378 K, and 2.9 Å and 38 K for hydrogen. Second virial corrections then raise the inferred \(D\) by about 0.6 %. Kinetic theory beyond its first approximation makes \(D\) rise with \(x\), so the column average lies about 0.7 % above the dilute value.

## The real case

The parameters are round numbers in the rough regime of a volatile metal-organic liquid used with hydrogen in vapour-phase epitaxy; they describe no particular compound. A vapour fraction of 0.4 near room temperature is typical only of the most volatile such sources; many others lie far below it. For one with a vapour pressure of 7.6 Torr at the same total pressure, \(x_s=0.01\), and the logarithm would change \(D\) by only about 0.5 %. For the 304 Torr example, the 2 % found for evaporative cooling is an upper estimate that holds when the wall stays at bath temperature. Yet an error of only 0.1 K in the surface temperature already moves the result by 0.60 %, about five times the statistical error. In a real measurement with these dimensions and this vapour pressure, the surface temperature would deserve more attention than further readings of \(L\).

The result matters for growth limited by transport through a gas layer. If the layer's thickness and the precursor fractions at its two sides are held fixed, and the precursor is dilute there, the predicted growth rate is proportional to \(D\). The tempting value would then make the prediction about 28 % too high. The correct value is an average over \(0\le x\le0.4\) and can differ from the dilute \(D\) by about 1 %. A reactor at another temperature or pressure needs \(D\) for those conditions, which this measurement alone does not supply.

The values of the fit, the simulation and the flat-surface, uniform-flux estimates are in the numerical output below.

## Table of computed values

```
Temperature 300 K; pressure 760 Torr; vapour 304 Torr
True D in simulation: 0.300 cm^2/s
Initial column 10.0 cm; reading error 0.010 cm
Gas density 2.4463e+19 cm^-3; liquid density 6.00e+21 cm^-3
Density ratio eps: 4.07719e-03
Surface vapour fraction: 0.400
ln(1/(1-xs)): 0.51083; ratio to xs: 1.2771
Synthetic readings: time (h), L (cm), L^2 (cm^2)
     2   10.445    109.098
     6   11.285    127.351
    10   12.053    145.275
    14   12.779    163.303
    18   13.474    181.549
    22   14.099    198.782
    26   14.728    216.914
    30   15.320    234.702
    34   15.908    253.064
    38   16.475    271.426
    42   17.003    289.102
    46   17.530    307.301
    50   18.012    324.432
Weighted mean time: 75425.64 s; mean L^2: 194.4176 cm^2
S_tt: 4.73284e+11 s^2/cm^4; S_tY: 5.90667e+08 s/cm^2
Fitted slope K: 1.24802e-03 +/- 1.5e-06 cm^2/s
Fitted intercept: 100.285 cm^2
Reduced chi-square: 1.02
Recovered D: 0.29961 +/- 0.00035 cm^2/s
Recovered minus true D: -0.130 %
Dilute-formula D: 0.38262 cm^2/s
Dilute minus true D: +27.54 %
Full simulation: xs, slope/(2 eps D), logarithm, difference (%)
  0.05  0.051295  0.051293  +0.0034
  0.40  0.510982  0.510826  +0.0306
  0.80  1.610652  1.609438  +0.0754
Noise-free intercept minus L0^2: +0.1063 cm^2
Noise-free largest line residual: 5.2e-06 cm^2
Repeated-fit spread / predicted error: 0.998
d ln D / d ln xs: -1.3051
D bias, thermometer 0.1 K high: -0.60 %
Bore radius 0.10 cm; vaporisation 0.36 eV
Liquid heat conductivity: 1.30e-03 W/(cm K)
Cooling coefficient: series 0.3235, grid 0.3244
Surface cooling: start 0.521 K, end 0.296 K
D bias from evaporative cooling: -2.25 %
D bias from one-radius end length: -0.71 %
Sweep 100 sccm; mouth vapour fraction 2.63e-04
D bias from mouth vapour: -0.051 %
```
